# The Landé g-factor from the projection theorem for vector operators, part 1

(Sections cited here and not found follow in the second part.)

## Part one: why one number can replace two magnetic moments

Q: An atom has an orbital magnetic moment and a spin magnetic moment, and the two are tied to their angular momenta by different factors. I am told that in a weak field a single factor, multiplying the total angular momentum, does the work of both. Before I believe it, what is the energy in question?

A: Let the field $B$ point along $z$. In Hartree atomic units the electron has charge $-1$ and mass 1, and angular momenta are measured in units of $\hbar$. The field changes the kinetic energy of each electron from $\mathbf p^2/2$ to $(\mathbf p+\mathbf A)^2/2$, with $\mathbf A=\tfrac12\mathbf B\times\mathbf r$. This $\mathbf A$ has no divergence, so $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12\mathbf p^2+\mathbf A\cdot\mathbf p+\tfrac12\mathbf A^2 .$$

The middle term is

$$\mathbf A\cdot\mathbf p=\tfrac12(\mathbf B\times\mathbf r)\cdot\mathbf p=\tfrac12\mathbf B\cdot(\mathbf r\times\mathbf p)=\tfrac12 B\,\ell_z .$$

Summed over the electrons it gives $\mu_B B L_z$, where $\mu_B=\tfrac12$ is the Bohr magneton in these units. The spin adds $g_S\mu_B B S_z$, which defines $g_S$. I also put a factor $g_L$ in front of $L_z$. The calculation just made gives $g_L=1$, but nothing below needs that value. The linear field energy is then

$$H_Z=\mu_B B\,V_z,\qquad \mathbf V=g_L\mathbf L+g_S\mathbf S. \tag{1}$$

Q: Both signs are positive. A magnet lowers its energy by lining up with the field.

A: The electron's charge is negative, so its magnetic moment is $\boldsymbol\mu=-\mu_B\mathbf V$, opposite to the angular momentum when the factors are positive. The energy $-\boldsymbol\mu\cdot\mathbf B$ then has the plus sign of (1).

Q: You have dropped $\tfrac12\mathbf A^2$.

A: For one electron it equals $\tfrac18B^2(x^2+y^2)$, because $|\mathbf B\times\mathbf r|^2=B^2(x^2+y^2)$. This is the diamagnetic term. It is quadratic in the field, so it does not affect the linear shift, and its size will be estimated in the worked example. I also leave out the nuclear spin, the motion of the nucleus and the small changes that the field makes in the spin-orbit interaction.

Q: What do you assume about the atom without the field?

A: Its Hamiltonian $H_0$ is unchanged by rotations, so it commutes with $\mathbf J=\mathbf L+\mathbf S$. I consider one level, with energy $E_J$ and $2J+1$ states $|J M\rangle$, where $M$ runs from $-J$ to $J$ in unit steps. I also assume LS coupling: the level belongs to a single term, with sharp $L$ and $S$. The spin-orbit interaction splits the term into levels of different $J$, but its mixing of different terms is neglected. "Weak field" means that the Zeeman energy is small compared with the distance to the other levels of the term.

Q: The $2J+1$ states have the same energy. Ordinary perturbation theory divides by energy differences, and here they vanish.

A: That is why the level has to be treated as a whole. Let $P$ be the projector on its states. Write the wave function as $\psi_0+\psi_1+\dots$ and the energy as $E_J+E_1+\dots$, ordered by powers of $B$, with $\psi_0$ inside the level. The terms linear in $B$ in the Schrödinger equation are

$$(H_0-E_J)\psi_1+(H_Z-E_1)\psi_0=0 .$$

Multiply by $P$ from the left. Since $P(H_0-E_J)=0$, the unknown $\psi_1$ drops out. With $P\psi_0=\psi_0$ there remains

$$P H_Z P\,\psi_0=E_1\psi_0 . \tag{2}$$

The first-order shifts are the eigenvalues of the projected operator $\mu_B B\,PV_zP$, a matrix with $2J+1$ rows. No energy difference inside the level appears.

Q: So the claim concerns $PV_zP$ and not $V_z$ itself?

A: Yes. The claim is that each component of $P\mathbf VP$ equals one common number times the same component of $P\mathbf JP$. The operators $\mathbf V$ and $\mathbf J$ themselves remain different.

Q: That still looks too strong. With $g_L\neq g_S$ the vector $\mathbf V$ does not point along $\mathbf J$. What could force its matrix elements to do so?

A: The way $\mathbf V$ behaves under rotations. The orbital angular momentum obeys $[L_i,L_j]=i\epsilon_{ijk}L_k$, with a sum over $k$ understood. Here $\epsilon_{ijk}$ is $+1$ for $xyz$ and its cyclic orders, $-1$ for the reversed orders, and zero if two indices agree. The spin obeys the same rule, and every component of $\mathbf L$ commutes with every component of $\mathbf S$. Therefore

$$[J_i,L_j]=[L_i,L_j]+[S_i,L_j]=i\epsilon_{ijk}L_k ,$$

and likewise $[J_i,S_j]=i\epsilon_{ijk}S_k$. Multiplying the first by $g_L$, the second by $g_S$ and adding gives

$$[J_i,V_j]=i\epsilon_{ijk}V_k . \tag{3}$$

An operator with three components that obeys (3) is called a vector operator. The factors $g_L$ and $g_S$ have disappeared from the rule, and this is why they can stay general.

Q: Does the projection not spoil (3)? A product of projected operators is not the projection of the product.

A: In general it is not. Here it helps that $\mathbf J$ never leads out of the level. Acting on $|JM\rangle$, a component $J_i$ gives a combination of states with the same $J$, so $J_iP=PJ_iP$. The Hermitian conjugate of this equation is $PJ_i=PJ_iP$. Hence $J_iP=PJ_i$. With $W_i=PV_iP$,

$$[J_i,W_j]=J_iPV_jP-PV_jPJ_i=P(J_iV_j-V_jJ_i)P=i\epsilon_{ijk}W_k .$$

The projected operator is again a vector operator, now acting in a space of $2J+1$ dimensions.

Q: Then use it. What does the rule say about $W_z$?

A: First, $[J_z,W_z]=0$, because $\epsilon_{zzk}=0$. Taken between two states of the level, this reads

$$(M'-M)\langle JM'|W_z|JM\rangle=0 .$$

Elements with $M'\neq M$ vanish. The matrix is diagonal, with entries that I call $w_M$. By (2), the first-order shifts are $\mu_BB\,w_M$.

Q: That gives $2J+1$ unknown numbers. You promised one.

A: The ladder operators connect them. Define $J_\pm=J_x\pm iJ_y$ and $W_\pm=W_x\pm iW_y$. From the vector rule, $[J_x,W_z]=-iW_y$ and $[J_y,W_z]=iW_x$, so

$$[J_+,W_z]=-iW_y+i(iW_x)=-W_x-iW_y=-W_+ . \tag{4}$$

Next, with $[J_x,W_x]=[J_y,W_y]=0$,

$$[J_+,W_+]=i[J_x,W_y]+i[J_y,W_x]=i(iW_z)+i(-iW_z)=0 .$$

Together these say that the double commutator vanishes:

$$[J_+,[J_+,W_z]]=-[J_+,W_+]=0 .$$

Written out, it is

$$J_+^2W_z-2J_+W_zJ_++W_zJ_+^2=0 . \tag{5}$$

Q: And how does that restrict the numbers $w_M$?

A: Use $J_+|JM\rangle=c_M|J,M+1\rangle$ with $c_M=\sqrt{(J-M)(J+M+1)}$, and take (5) between $\langle J,M+2|$ and $|JM\rangle$. In the first term $W_z$ acts before both steps up the ladder and gives $w_M$. In the second it acts between them and gives $w_{M+1}$. In the third it acts after them and gives $w_{M+2}$. Each term carries the same factor $c_{M+1}c_M$, so

$$c_{M+1}c_M\,(w_M-2w_{M+1}+w_{M+2})=0 .$$

As long as $M+2\le J$, neither ladder factor is zero. The bracket must vanish, which means $w_{M+2}-w_{M+1}=w_{M+1}-w_M$. Neighbouring entries differ by the same amount all along the ladder:

$$w_M=a+gM . \tag{6}$$

Q: For $J=\tfrac12$ there are no three neighbouring values, so your equation is empty.

A: It is, and it is not needed. Two values always lie on a straight line, so (6) holds for $J=\tfrac12$ as well.

Q: There is still the constant $a$. It would shift the whole level, and I see nothing that forbids it.

A: The trace forbids it. The vector rule gives $[J_x,W_y]=iW_z$, so $W_z=-i[J_x,W_y]$. For finite matrices the trace of $J_xW_y$ equals the trace of $W_yJ_x$, so a commutator has zero trace. On the other hand, (6) gives

$$\operatorname{Tr}W_z=\sum_{M=-J}^{J}(a+gM)=(2J+1)a ,$$

because the values of $M$ cancel in pairs. Hence $a=0$ and $w_M=gM$. This says $W_z=gJ_z$ inside the level. The centre of the level does not move in first order.

Q: Could this argument prove too much? Apply it to $L_z^2$, which also commutes with $J_z$.

A: The argument then breaks down where it should. Take $S=0$, so that $J=L$ and the diagonal entries of $L_z^2$ are $M^2$. Their second difference is

$$M^2-2(M+1)^2+(M+2)^2=2 ,$$

not zero. The operator $L_z^2$ is not a component of a vector operator, so the double commutator need not vanish. Commuting with $J_z$ makes a matrix diagonal in $M$. The straight line came from the double commutator, which vanishes because of the vector rule (3).

Q: You have shown the result for $z$. What about the other two components?

A: They follow from $W_z=gJ_z$ by commutation. Equation (4) gives

$$W_+=-[J_+,W_z]=-g[J_+,J_z]=gJ_+ ,$$

since $[J_+,J_z]=-J_+$. For the lowering operator the same steps give $[J_-,W_z]=-iW_y-i(iW_x)=W_x-iW_y=W_-$. Therefore $W_-=g[J_-,J_z]=gJ_-$. As $W_x$ and $W_y$ are combinations of $W_+$ and $W_-$,

$$P\mathbf VP=g\,P\mathbf JP . \tag{7}$$

Q: And if $J=0$?

A: Then there is one state, and the trace argument says that its single entry $w_0$ is zero. Because $W_z=0$, the commutators give $W_\pm=0$ too. Equation (7) reads $0=g\cdot0$, which is true for any $g$. A level with $J=0$ has no linear shift and no defined $g$.

Q: For $J>0$ you know that $g$ exists, but not its value. Must I now construct the states $|JM\rangle$?

A: No. Multiply (7) by $\mathbf J$ to form a scalar product. As $\mathbf J$ commutes with $P$,

$$P(\mathbf V\cdot\mathbf J)P=\sum_iPV_iPJ_i=\sum_iW_iJ_i=g\,\mathbf J^2P=g\,J(J+1)P .$$

The operator $\mathbf V\cdot\mathbf J$ therefore has the same mean value in every state of the level, and

$$g=\frac{\langle\mathbf V\cdot\mathbf J\rangle}{J(J+1)},\qquad J>0. \tag{8}$$

Equations (7) and (8) are the projection theorem. Neither uses LS coupling; they need a single multiplet of sharp $J$ and a vector operator.

Q: Formula (8) looks like the shadow that $\mathbf V$ casts on $\mathbf J$, measured in units of the length of $\mathbf J$. What has happened to the part of $\mathbf V$ across $\mathbf J$?

A: It connects the level with other levels. In LS coupling these are the levels of other $J$ in the same term; when terms are mixed, another level of the same $J$ can be among them. Without the field, a matrix element of $V_i$ between levels $J$ and $J'$ changes in time as $e^{i\omega t}$ with $\omega=E_J-E_{J'}$. Averaged over a time $T$, this factor has a size of at most $2/(|\omega|T)$, and so it fades when $T$ is long compared with $1/|\omega|$. The elements inside a level do not oscillate, and they survive. This is the content of the picture in which $\mathbf L$ and $\mathbf S$ precess about $\mathbf J$: the average of the moment lies along $\mathbf J$. It also shows why the field must be weak. The precession, whose rate is set by the fine structure, has to be fast compared with the motion that the field causes.

## Part two: the value of the factor, and a diagonalization

Q: Let me restate what I have accepted. The field energy is $\mu_BBV_z$ with $\mathbf V=g_L\mathbf L+g_S\mathbf S$ and $\mu_B=\tfrac12$ in atomic units. $P$ projects on one level with sharp $L$, $S$ and $J$. Inside it $P\mathbf VP=g\,P\mathbf JP$, where $g=\langle\mathbf V\cdot\mathbf J\rangle/[J(J+1)]$ for $J>0$, and the first-order shift is $\mu_BB\,gM$. How do you get the mean value without knowing the states?

A: By squaring $\mathbf S=\mathbf J-\mathbf L$:

$$\mathbf S^2=\mathbf J^2+\mathbf L^2-\mathbf J\cdot\mathbf L-\mathbf L\cdot\mathbf J .$$

The two mixed products are equal, because $\mathbf J\cdot\mathbf L=\mathbf L^2+\mathbf S\cdot\mathbf L$, $\mathbf L\cdot\mathbf J=\mathbf L^2+\mathbf L\cdot\mathbf S$, and the components of $\mathbf L$ and $\mathbf S$ commute. Hence

$$\mathbf L\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf L^2-\mathbf S^2).$$

Squaring $\mathbf L=\mathbf J-\mathbf S$ gives, in the same way,

$$\mathbf S\cdot\mathbf J=\tfrac12(\mathbf J^2+\mathbf S^2-\mathbf L^2).$$

Their sum is $\mathbf J^2$, as it must be. In a level with sharp $L$, $S$ and $J$, all the squares are numbers. This is where LS coupling enters. Writing $g_J$ for the factor of the level, we obtain

$$g_J=g_L\frac{J(J+1)+L(L+1)-S(S+1)}{2J(J+1)}+g_S\frac{J(J+1)+S(S+1)-L(L+1)}{2J(J+1)} . \tag{9}$$

This is the Landé factor with general $g_L$ and $g_S$.

Q: It passes the simplest checks, I suppose?

A: With $S=0$ we have $J=L$. The first fraction is 1 and the second is 0, so $g_J=g_L$. With $L=0$ the roles are exchanged and $g_J=g_S$. If $g_L=g_S$, the two fractions add to 1 and the common value comes back, as it should, since then $\mathbf V$ is a multiple of $\mathbf J$.

A less trivial check is the largest $J$ of a term, $J=L+S$. Its state with $M=J$ is the product state with $M_L=L$ and $M_S=S$, because no other product state has so large an $M$. There $V_z$ has the value $g_LL+g_SS$, which must equal $g_JJ$. In (9) the first numerator becomes

$$(L+S)^2+(L+S)+L^2+L-S^2-S=2L(L+S+1),$$

and the first denominator is $2(L+S)(L+S+1)$. The fraction is $L/(L+S)$, and the second must be $S/(L+S)$. The two results agree.

Q: The fractions look like the shares of orbit and spin in $\mathbf J$. May I read them that way?

A: Yes, if a share may be negative or exceed 1. Call the second fraction $s$, so that

$$g_J=g_L+(g_S-g_L)\,s,\qquad s=\frac{\langle\mathbf S\cdot\mathbf J\rangle}{J(J+1)} . \tag{10}$$

For a doublet P term, $L=1$ and $S=\tfrac12$. The level $J=\tfrac32$ has

$$s=\frac{15/4+3/4-2}{15/2}=\frac13,$$

and the level $J=\tfrac12$ has

$$s=\frac{3/4+3/4-2}{3/2}=-\frac13 .$$

In the lower $J$ the spin points on average against $\mathbf J$. With $g_L=1$ and $g_S=2$ the factors are $1+\tfrac13=\tfrac43$ and $1-\tfrac13=\tfrac23$.

Inside a single level the magnetic moment is proportional to $\mathbf J$, and in LS coupling the Landé formula gives the factor, $\tfrac43$ and $\tfrac23$ for the two levels of a doublet P term. It remains to recover these numbers from a matrix and to see how the coupling between levels limits the weak-field result.
